# Both First-Order Saddle Points of the Muller-Brown Surface: verification in Python

```python
"""Muller-Brown surface: exactly two first-order saddles, near -40.7 and -72.2.

V(x,y) = sum_k A_k exp(q_k), where q_k is the quadratic form
a_k (x-x_k)^2 + b_k (x-x_k)(y-y_k) + c_k (y-y_k)^2.
p_k and r_k are the x and y derivatives of q_k. All quantities are in the
conventional dimensionless units unless a printed label says eV.
The tests use numerical differentiation, flooding of a grid, descent paths,
and a search by exclusion that covers the whole plane.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp
from scipy.ndimage import label

# A, a, b, c, x_k, y_k for each term
TERMS = ((-200.0, -1.0, 0.0, -10.0, 1.0, 0.0),
         (-100.0, -1.0, 0.0, -10.0, 0.0, 0.5),
         (-170.0, -6.5, 11.0, -6.5, -0.5, 1.5),
         (15.0, 0.7, 0.6, 0.7, -1.0, 1.0))
A, a, b, c, XK, YK = np.array(TERMS).T
EV_PER_UNIT = 0.01   # chosen energy scale of the example


def energy(x, y, exp=np.exp):
    total = 0.0
    for amp, aa, bb, cc, xk, yk in TERMS:
        u, v = x - xk, y - yk
        total = total + amp * exp(aa*u*u + bb*u*v + cc*v*v)
    return total


def exponents(x, y):
    u = np.asarray(x, float)[..., None] - XK
    v = np.asarray(y, float)[..., None] - YK
    return a*u*u + b*u*v + c*v*v, 2*a*u + b*v, b*u + 2*c*v


def gradient(x, y):
    q, p, r = exponents(x, y)
    w = A * np.exp(q)
    return np.stack([(w*p).sum(-1), (w*r).sum(-1)], axis=-1)


def hessian_entries(x, y):
    """Return V_xx, V_xy, V_yy along the last axis."""
    q, p, r = exponents(x, y)
    w = A * np.exp(q)
    return np.stack([(w*(p*p + 2*a)).sum(-1), (w*(p*r + b)).sum(-1),
                     (w*(r*r + 2*c)).sum(-1)], axis=-1)


def matrix(entries):
    return np.array([[entries[0], entries[1]], [entries[1], entries[2]]])


def hessian_variation(x, y, h):
    """Bound the change of each Hessian entry in a square of half-width h."""
    q, p, r = exponents(x, y)
    dq = (abs(p) + abs(r))*h + (abs(a) + abs(b) + abs(c))*h*h
    dp, dr = (2*abs(a) + abs(b))*h, (abs(b) + 2*abs(c))*h
    e = np.exp(q)
    de = e * np.expm1(dq)
    bounds = []
    for s, ds, t, dt, const in ((p, dp, p, dp, 2*a), (p, dp, r, dr, b),
                                (r, dr, r, dr, 2*c)):
        f = s*t + const
        df = abs(s)*dt + abs(t)*ds + ds*dt
        bounds.append((abs(A)*(e*df + abs(f)*de + de*df)).sum(-1))
    return np.stack(bounds, axis=-1)


def newton(start):
    """Return the list of iterates, or None if the search does not converge."""
    z = np.array(start, float)
    history = [z.copy()]
    for _ in range(40):
        g = gradient(*z)
        if np.linalg.norm(g) < 1e-8:
            return history
        z = z - np.linalg.solve(matrix(hessian_entries(*z)), g)
        if np.max(abs(z)) > 4:
            return None
        history.append(z.copy())
    return None


# Derivative formulas against differentiation of the definition
mp.mp.dps = 30
for px, py in ((0.3, 0.9), (-0.8, 0.6), (0.2, 0.3)):
    def precise(u, v):
        return energy(u, v, mp.exp)
    point = (mp.mpf(px), mp.mpf(py))
    first = [float(mp.diff(precise, point, n)) for n in ((1, 0), (0, 1))]
    second = [float(mp.diff(precise, point, n))
              for n in ((2, 0), (1, 1), (0, 2))]
    assert np.allclose(first, gradient(px, py), rtol=1e-8, atol=1e-7)
    assert np.allclose(second, hessian_entries(px, py), rtol=1e-8, atol=1e-7)

# Stationary points from a mesh of Newton starts
found = []
for sx in np.arange(-15, 13)/10:
    for sy in np.arange(-2, 21)/10:
        path = newton((sx, sy))
        if path is not None:
            if all(np.linalg.norm(path[-1] - f) > 1e-5 for f in found):
                found.append(path[-1])
found.sort(key=lambda z: z[0])
index = [int(np.sum(np.linalg.eigvalsh(matrix(hessian_entries(*z))) < 0))
         for z in found]
minima = [z for z, n in zip(found, index) if n == 0]
saddles = [z for z, n in zip(found, index) if n == 1]
assert len(found) == 5 and len(minima) == 3 and len(saddles) == 2
saddle_energy = [float(energy(*z)) for z in saddles]
min_energy = [float(energy(*z)) for z in minima]
assert abs(saddle_energy[0] + 40.7) < 0.05
assert abs(saddle_energy[1] + 72.2) < 0.05
upper_entries = hessian_entries(*saddles[0])
assert upper_entries[0] < 0 and upper_entries[2] < 0

# Far region: the growing term beats the three wells
RHO = 3.2
beta = [np.linalg.eigvalsh([[-a[k], -b[k]/2], [-b[k]/2, -c[k]]])[-1]
        for k in range(3)]
well_bounds = [2*abs(A[k])*np.sqrt(beta[k]/(2*np.e)) for k in range(3)]
offset = np.linspace(-1, 1, 801)
for k in range(3):
    q, p, r = exponents(XK[k] + offset[:, None], YK[k] + offset[None, :])
    sampled = np.max(abs(A[k])*np.exp(q[..., k])*np.hypot(p[..., k], r[..., k]))
    assert 0.999*well_bounds[k] < sampled < well_bounds[k]*(1 + 1e-10)
angle = np.arange(3600)*2*np.pi/3600
for radius in (RHO, 3.5, 4.0):
    q, p, r = exponents(-1 + radius*np.cos(angle), 1 + radius*np.sin(angle))
    slope = A[3]*np.exp(q[:, 3])*(p[:, 3]*np.cos(angle) + r[:, 3]*np.sin(angle))
    assert np.isclose(slope.min(), 12*radius*np.exp(0.4*radius**2), rtol=1e-8)
outer_slope = 12*RHO*np.exp(0.4*RHO**2)
assert outer_slope > sum(well_bounds)

# Sampled test of the bound on the Hessian variation
rng = np.random.default_rng(4)
cx, cy = rng.uniform(-1.5, 1.2, 2000), rng.uniform(-0.2, 2.0, 2000)
ux, uy = rng.uniform(-0.05, 0.05, (2, 2000))
change = abs(hessian_entries(cx + ux, cy + uy) - hessian_entries(cx, cy))
assert np.all(change <= hessian_variation(cx, cy, 0.05) + 1e-8)

# Near region: discard squares in which one gradient component cannot vanish
DELTA = 5e-4
half = RHO/64
line = (np.arange(64) + 0.5)*2*half - RHO
bx, by = [v.ravel() for v in np.meshgrid(-1 + line, 1 + line)]
examined = 0
while bx.size:
    examined += bx.size
    assert half > 1e-9 and bx.size < 1000000
    g = abs(gradient(bx, by))
    big = abs(hessian_entries(bx, by)) + hessian_variation(bx, by, half)
    limit = np.stack([big[:, 0] + big[:, 1], big[:, 1] + big[:, 2]], -1)*half
    possible = ~np.any(g > limit*(1 + 1e-9) + 1e-9, axis=1)
    settled = np.zeros(bx.size, bool)
    for z in found:
        settled |= np.maximum(abs(bx - z[0]), abs(by - z[1])) + half <= DELTA
    keep = possible & ~settled
    bx, by = bx[keep], by[keep]
    smallest = half
    half /= 2
    bx, by = (np.concatenate([bx - half, bx - half, bx + half, bx + half]),
              np.concatenate([by - half, by + half, by - half, by + half]))
uniqueness = []
for z in found:
    inverse = abs(np.linalg.inv(matrix(hessian_entries(*z))))
    variation = matrix(hessian_variation(z[0], z[1], DELTA))
    uniqueness.append(np.linalg.norm(inverse @ variation, np.inf))
assert max(uniqueness) < 1

# Steepest descent from both sides of each saddle
links = []
for z in saddles:
    unstable = np.linalg.eigh(matrix(hessian_entries(*z)))[1][:, 0]
    ends = set()
    for side in (-1, 1):
        run = solve_ivp(lambda t, w: -gradient(w[0], w[1]), (0, 1),
                        z + side*0.01*unstable, method="LSODA",
                        rtol=1e-8, atol=1e-10)
        assert run.success
        assert np.all(np.diff(energy(run.y[0], run.y[1])) < 1e-5)
        distance = [np.linalg.norm(run.y[:, -1] - m) for m in minima]
        assert min(distance) < 1e-4
        ends.add(int(np.argmin(distance)))
    links.append(ends)
assert links == [{0, 1}, {1, 2}]

# Pass energies by flooding, without derivatives
SPACING = 0.002
gx = -1.5 + SPACING*np.arange(1351)
gy = -0.2 + SPACING*np.arange(1101)
surface = energy(gx[:, None], gy[None, :])


def flood_level(start, end):
    i, j = [(int(round((z[0] + 1.5)/SPACING)), int(round((z[1] + 0.2)/SPACING)))
            for z in (start, end)]
    low, high = max(surface[i], surface[j]), 0.0
    for _ in range(22):
        middle = (low + high)/2
        regions, _count = label(surface <= middle, structure=np.ones((3, 3)))
        if regions[i] > 0 and regions[i] == regions[j]:
            high = middle
        else:
            low = middle
    return high


flood = [flood_level(minima[0], minima[2]), flood_level(minima[1], minima[2])]
assert np.allclose(flood, saddle_energy, rtol=0, atol=0.005)

# Output
print("Conventional units are dimensionless; eV is marked where used")
for k, t in enumerate(TERMS, 1):
    print(f"term {k}: A={t[0]:g} a={t[1]:g} b={t[2]:g} c={t[3]:g} "
          f"xk={t[4]:g} yk={t[5]:g}")
for name, z, e in zip("ACB", minima, min_energy):
    print(f"minimum {name}: x={z[0]:.6f} y={z[1]:.6f} V={e:.4f}")
for n, z in enumerate(saddles, 1):
    print(f"saddle {n}: x={z[0]:.6f} y={z[1]:.6f} V={saddle_energy[n-1]:.4f}")
    for k, w in enumerate(newton(np.round(z, 1))):
        print(f"  Newton {k}: x={w[0]:.6f} y={w[1]:.6f} V={energy(*w):.6f} "
              f"|grad|={np.linalg.norm(gradient(*w)):.1e}")
    q = exponents(*z)[0]
    for k in range(4):
        print(f"  term {k+1}: q={q[k]:.5f} A exp(q)={A[k]*np.exp(q[k]):.5f}")
    h = hessian_entries(*z)
    values, vectors = np.linalg.eigh(matrix(h))
    v = vectors[:, 0]*np.sign(vectors[0, 0])
    print(f"  Vxx={h[0]:.2f} Vxy={h[1]:.2f} Vyy={h[2]:.2f}")
    print(f"  eigenvalues {values[0]:.2f}, {values[1]:.2f}; "
          f"unstable direction ({v[0]:.4f}, {v[1]:.4f})")
    print("  descent joins minima", " and ".join("ACB"[i] for i in sorted(links[n-1])))
    print(f"  flooding energy {flood[n-1]:.4f}, grid spacing {SPACING:g}")
print(f"far region, radius {RHO:g}: outward slope at least {outer_slope:.1f}, "
      f"wells at most {sum(well_bounds):.1f}")
print(f"squares examined {examined}, smallest half-width {smallest:.2e}")
print(f"small-square half-width {DELTA:g}, largest uniqueness norm "
      f"{max(uniqueness):.4f} (must be below 1)")
print(f"chosen scale: {EV_PER_UNIT:g} eV per energy unit, 1 angstrom per length unit")
print(f"saddle energies: {saddle_energy[0]*EV_PER_UNIT:.4f} eV, "
      f"{saddle_energy[1]*EV_PER_UNIT:.4f} eV")
for text, s, m in (("A to C over saddle 1", 0, 0), ("C to A over saddle 1", 0, 1),
                   ("C to B over saddle 2", 1, 1), ("B to C over saddle 2", 1, 2),
                   ("B to A, highest pass", 0, 2)):
    barrier = saddle_energy[s] - min_energy[m]
    print(f"barrier {text}: {barrier:.4f} units = {barrier*EV_PER_UNIT:.4f} eV")
print("every check passed")
```

It prints:

```
Conventional units are dimensionless; eV is marked where used
term 1: A=-200 a=-1 b=0 c=-10 xk=1 yk=0
term 2: A=-100 a=-1 b=0 c=-10 xk=0 yk=0.5
term 3: A=-170 a=-6.5 b=11 c=-6.5 xk=-0.5 yk=1.5
term 4: A=15 a=0.7 b=0.6 c=0.7 xk=-1 yk=1
minimum A: x=-0.558224 y=1.441726 V=-146.6995
minimum C: x=-0.050011 y=0.466694 V=-80.7678
minimum B: x=0.623499 y=0.028038 V=-108.1667
saddle 1: x=-0.822002 y=0.624313 V=-40.6648
  Newton 0: x=-0.800000 y=0.600000 V=-41.022850 |grad|=2.2e+01
  Newton 1: x=-0.828462 y=0.623334 V=-40.665754 |grad|=4.0e+00
  Newton 2: x=-0.821987 y=0.624303 V=-40.664844 |grad|=1.3e-02
  Newton 3: x=-0.822002 y=0.624313 V=-40.664844 |grad|=6.7e-07
  Newton 4: x=-0.822002 y=0.624313 V=-40.664844 |grad|=9.6e-14
  term 1: q=-7.21735 A exp(q)=-0.14675
  term 2: q=-0.83022 A exp(q)=-43.59519
  term 3: q=-2.55664 A exp(q)=-13.18609
  term 4: q=0.08085 A exp(q)=16.26319
  Vxx=-229.26 Vxy=612.61 Vyy=-31.36
  eigenvalues -750.86, 490.24; unstable direction (0.7614, -0.6483)
  descent joins minima A and C
  flooding energy -40.6649, grid spacing 0.002
saddle 2: x=0.212487 y=0.292988 V=-72.2489
  Newton 0: x=0.200000 y=0.300000 V=-72.290286 |grad|=9.5e+00
  Newton 1: x=0.212824 y=0.292753 V=-72.248983 |grad|=2.9e-01
  Newton 2: x=0.212487 y=0.292988 V=-72.248940 |grad|=2.4e-04
  Newton 3: x=0.212487 y=0.292988 V=-72.248940 |grad|=1.7e-10
  term 1: q=-1.47860 A exp(q)=-45.59137
  term 2: q=-0.47369 A exp(q)=-62.27010
  term 3: q=-22.22912 A exp(q)=-0.00000
  term 4: q=0.86465 A exp(q)=35.61252
  Vxx=198.97 Vxy=539.81 Vyy=-423.33
  eigenvalues -735.25, 510.89; unstable direction (0.5003, -0.8658)
  descent joins minima C and B
  flooding energy -72.2494, grid spacing 0.002
far region, radius 3.2: outward slope at least 2307.8, wells at most 1318.9
squares examined 5604, smallest half-width 4.88e-05
small-square half-width 0.0005, largest uniqueness norm 0.0288 (must be below 1)
chosen scale: 0.01 eV per energy unit, 1 angstrom per length unit
saddle energies: -0.4066 eV, -0.7225 eV
barrier A to C over saddle 1: 106.0347 units = 1.0603 eV
barrier C to A over saddle 1: 40.1030 units = 0.4010 eV
barrier C to B over saddle 2: 8.5189 units = 0.0852 eV
barrier B to C over saddle 2: 35.9178 units = 0.3592 eV
barrier B to A, highest pass: 67.5019 units = 0.6750 eV
every check passed
```
